# Exit time and exit place from a quasi-stationary distribution

An interstitial atom or molecule in an oxide spends most of its time in one cage and leaves it occasionally through a window. Rate models draw a waiting time and, separately, a window. This problem asks when that separation is justified.

Let $\Omega$ be a bounded connected open set with smooth boundary, or a convex polygon, and let $V$ be smooth up to the boundary. The position obeys

$$dX_t=-\beta D\nabla V(X_t)\,dt+\sqrt{2D}\,dW_t,\qquad \beta=1/kT,$$

with constant diffusivity $D$. Let $\tau$ be the first time at which $X_t$ leaves $\Omega$, and $X_\tau$ the place where it does so. A probability law $\nu$ on $\Omega$ is quasi-stationary if, for a start drawn from $\nu$, the law of $X_t$ given $\tau>t$ is again $\nu$ for every $t$. Subscripts $\nu$ or $x$ on $P$ and $E$ denote the start, and $n$ is the outward normal.

**(a) Show that a quasi-stationary distribution exists.**

*Solution.* Paths are removed when they reach the boundary, so the density $\rho$ of the survivors satisfies

$$\partial_t\rho=L^*\rho=D\nabla\cdot(\nabla\rho+\beta\rho\nabla V),\qquad \rho=0\ \text{on}\ \partial\Omega .$$

Its integral is the survival probability and decreases in time. Write $\rho=e^{-\beta V/2}\varphi$. Then

$$\nabla\rho+\beta\rho\nabla V=e^{-\beta V/2}\left(\nabla\varphi+\tfrac{\beta}{2}\varphi\nabla V\right).$$

In the divergence, the two terms $\pm\frac{\beta}{2}\nabla V\cdot\nabla\varphi$ cancel, which leaves

$$\partial_t\varphi=-DH\varphi,\qquad H=-\Delta+\tfrac{\beta^2}{4}|\nabla V|^2-\tfrac{\beta}{2}\Delta V .$$

This is a Schrödinger operator with a bounded potential on a bounded domain and zero boundary values. It is self-adjoint with discrete spectrum, and its lowest state $\varphi_1$ is simple and can be chosen positive. Let the eigenvalues of $DH$ be $\lambda_1<\lambda_2\le\dots$. Integration by parts gives

$$\int\varphi H\varphi\,dx=\int\left|\nabla\varphi+\tfrac{\beta}{2}\varphi\nabla V\right|^2dx .$$

This vanishes only for $\varphi\propto e^{-\beta V/2}$, which violates the boundary condition. Hence $\lambda_1>0$. Now define the density

$$\nu=\frac{e^{-\beta V/2}\varphi_1}{\int e^{-\beta V/2}\varphi_1\,dx}.$$

Started from $\nu$, the surviving density is $e^{-\lambda_1t}\nu$. Division by its integral returns $\nu$, so $\nu$ is quasi-stationary. No deep well was assumed.

**(b) Using only the defining property of $\nu$ and the Markov property, find the form of the law of $\tau$. Then identify its rate.**

*Solution.* Let $G(t)=P_\nu(\tau>t)$. To survive until $t+s$, a path must survive until $t$ and then survive a further time $s$ from $X_t$:

$$G(t+s)=E_\nu\!\left[\mathbf 1_{\tau>t}P_{X_t}(\tau>s)\right]=G(t)\int P_x(\tau>s)\,\nu(x)\,dx=G(t)G(s).$$

The second equality uses quasi-stationarity.

Paths are continuous and start inside an open set, so $\tau>0$ and $G(t)\to1$ as $t\to0$. Therefore $G(t/m)>0$ for large enough $m$, and $G(t)=G(t/m)^m>0$ for every $t$. Put $\lambda=-\ln G(1)$. The product rule gives $G(q)=e^{-\lambda q}$ for rational $q>0$. Since $G$ is non-increasing, squeezing a real $t$ between rationals gives

$$G(t)=e^{-\lambda t},\qquad t\ge0 .$$

Part (a) gives survival $e^{-\lambda_1t}$ for this same start, so $\lambda=\lambda_1>0$. Exit is therefore certain, with mean time $1/\lambda_1$.

**(c) What does the exit time tell about the exit place?**

*Solution.* Let $f$ be a bounded function on the boundary and $h(x)=E_xf(X_\tau)$. If a path is still inside at time $t$, its exit place is that of the path restarted at $X_t$. Thus

$$E_\nu[f(X_\tau)\mathbf 1_{\tau>t}]=E_\nu[h(X_t)\mathbf 1_{\tau>t}]=G(t)\int h\nu\,dx=G(t)E_\nu f(X_\tau).$$

For $f$ equal to one on a boundary set $A$ and zero elsewhere,

$$\boxed{P_\nu(\tau>t,\;X_\tau\in A)=e^{-\lambda_1t}\,P_\nu(X_\tau\in A)} .$$

The events $\tau>t$ determine the law of $\tau$, so $\tau$ and $X_\tau$ are independent. Physically, the news that no exit has happened yet leaves the distribution inside unchanged, and so leaves the odds of every exit place unchanged.

An equivalent form is useful for checking. Let an independent alarm ring at an exponential time of rate $s$. Exit at time $\tau$ precedes it with probability $e^{-s\tau}$, so

$$P_\nu(\tau<\text{alarm},X_\tau\in A)=P_\nu(X_\tau\in A)\int_0^\infty\lambda_1e^{-(\lambda_1+s)t}dt=\frac{\lambda_1}{\lambda_1+s}P_\nu(X_\tau\in A).$$

Known for all $s>0$, the left side is a Laplace transform and fixes the joint law.

**(d) Find the distribution of the exit place.**

*Solution.* Take $f$ smooth; other bounded $f$ follow by approximation. Then $h=f$ on $\partial\Omega$ and $Lh=D(\Delta h-\beta\nabla V\cdot\nabla h)=0$ inside. Since $L^*\nu=-\lambda_1\nu$, integration by parts gives

$$\lambda_1\!\int h\nu\,dx=-\int hL^*\nu\,dx=-D\oint f\,\partial_n\nu\,dS+D\int\nabla h\cdot(\nabla\nu+\beta\nu\nabla V)\,dx .$$

The drift term is absent from the surface integral because $\nu=0$ there. For the same reason, $\int\nabla h\cdot\nabla\nu\,dx=-\int\nu\Delta h\,dx$, and the last term equals $-\int\nu Lh\,dx=0$. The exit density per unit boundary area is therefore

$$j=-\frac{D}{\lambda_1}\,\partial_n\nu .$$

It is non-negative, since $\nu$ falls to zero at the wall. The choice $f=1$ shows that it integrates to one.

**(e) How fast is another start forgotten, and is $\nu$ unique?**

*Solution.* Let $\|f\|_*^2=\int f^2e^{\beta V}dx$, which is the ordinary squared norm of $\varphi=e^{\beta V/2}f$. For an initial density $\rho_0$ of finite norm, the eigenfunction expansion gives

$$\rho_t=c_1e^{-\lambda_1t}\nu+r_t,\qquad \|r_t\|_*\le e^{-\lambda_2t}\|r_0\|_*,$$

with $c_1=\int\rho_0\nu e^{\beta V}dx\big/\int\nu^2e^{\beta V}dx>0$. Let $m=\int r_t\,dx$. The survival probability is $S=c_1e^{-\lambda_1t}+m$, so

$$\frac{\rho_t}{S}-\nu=\frac{r_t-m\nu}{S}.$$

The total-variation distance $d$ is half the integral of the absolute value. Because $|m|\le\int|r_t|dx$, and by the Cauchy–Schwarz inequality,

$$d(t)\le\frac{1}{S}\int|r_t|\,dx\le\frac{e^{-\lambda_2t}}{S(t)}\left(\int e^{-\beta V}dx\right)^{1/2}\|r_0\|_* .$$

At late times $S\simeq c_1e^{-\lambda_1t}$, so the bound decays at the rate $\lambda_2-\lambda_1$. For any event $B$ about the remaining time and the exit place, the two probabilities differ by the integral of $P_x(B)$ against $\rho_t/S-\nu$, which is at most $d(t)$ in size. The bound therefore covers the whole joint law.

A point start has infinite norm, but the killed diffusion has a bounded density after any positive time, and the argument can begin there. The same smoothing gives uniqueness. The conditioned law of another quasi-stationary distribution $\mu$ stays equal to $\mu$, yet it must approach $\nu$; hence $\mu=\nu$.

A deep well enters here. If $\lambda_1\ll\lambda_2$, the start is normally forgotten long before exit. If not, the result of (c) remains true for a start from $\nu$, but a particle may well leave before it reaches $\nu$.

**(f) Work out an interval with a uniform force. Does independence alone imply a start from $\nu$?**

*Solution.* Measure length in units of the interval length $\ell$ and time in $\ell^2/D$. Let $V=-Fx$ and $g=\beta F\ell$. Then $H=-d^2/dx^2+g^2/4$, with eigenfunctions $\sin k\pi x$, so

$$\lambda_k=k^2\pi^2+\frac{g^2}{4},\qquad \nu\propto e^{gx/2}\sin\pi x .$$

The outward slopes $-\partial_n\nu$ at the right and left ends are in the ratio $e^{g/2}:1$, and the right end receives the share $e^{g/2}/(1+e^{g/2})$. For $g=2$ this is 0.7311, with $\lambda_1=10.87$ and $\lambda_2=40.48$.

For a start at $x_0$, the eigenfunction expansion of the density gives the exit fluxes

$$J_R=2e^{g(1-x_0)/2}\sum_k(-1)^{k+1}k\pi\sin(k\pi x_0)e^{-\lambda_kt},$$

$$J_L=2e^{-gx_0/2}\sum_kk\pi\sin(k\pi x_0)e^{-\lambda_kt}.$$

At $x_0=\frac14$ the alternating sign makes their ratio depend on time. Of the exits at $t=0.03$, a share 0.112 is on the right; at $t=0.35$ it is 0.731. Between $t=0.25$ and $0.35$ the remaining deviation decays at rate 29.62, close to $\lambda_2-\lambda_1=3\pi^2=29.61$. For a uniform start, the distance from $\nu$ at $t=0.1$ is 0.0063, below the bound 0.038 of part (e).

At $x_0=\frac12$ all even terms vanish, and $(-1)^{k+1}=1$ for the odd ones. Hence $J_R/J_L=e^{g/2}$ at every time, and exit time and exit end are independent. Yet the time is not exponential, because several decay rates survive in the sum. The exit rate among survivors is $0.749\lambda_1$ at $t=0.03$ and reaches $\lambda_1$ to four digits by $t=0.30$. Independence alone does not imply a start from $\nu$.

A simulation of 60,000 trajectories started from $\nu$ tests the claim on the paths themselves. It gives $\lambda_1\langle\tau\rangle=0.996$, variance over squared mean 1.002, and a correlation of 0.006 between exit time and exit end. The standard error of the first and last numbers is about $1/\sqrt{60000}=0.004$.

**(g) In two dimensions, let flat parts of the boundary lie along the ridges that separate the basin from its neighbours. Find the exit rate through one window at low temperature. How does it differ from the rate of completed hops?**

*Solution.* Let the basin minimum have energy zero and Hessian $H_0$. Near the saddle in window $w$, let $\xi\ge0$ be the distance inward from the ridge and $\eta$ the coordinate along it:

$$V\simeq E_w-\tfrac12|\mu|\xi^2+\tfrac12\kappa\eta^2 .$$

Write $\nu=qe^{-\beta V}/Z$, where $q\simeq1$ in the basin and $q=0$ on the wall. Since $\lambda_1$ is exponentially small, the flux near the saddle is nearly divergence-free, $\nabla\cdot(e^{-\beta V}\nabla q)=0$. With $q=q(\xi)$ this gives

$$q'(\xi)=Ae^{-\beta|\mu|\xi^2/2},\qquad \int_0^\infty q'\,d\xi=1\;\Rightarrow\;A=\sqrt{\frac{2\beta|\mu|}{\pi}} .$$

The outward flux density at the wall is $DAe^{-\beta(E_w+\kappa\eta^2/2)}/Z$. The integral over $\eta$ contributes $\sqrt{2\pi/\beta\kappa}$, and the harmonic basin gives $Z=2\pi/(\beta\sqrt{\det H_0})$. Therefore

$$k_w\simeq D\cdot2\sqrt{\frac{|\mu|}{\kappa}}\cdot\frac{\beta\sqrt{\det H_0}}{2\pi}e^{-\beta E_w}
=\frac{\beta D|\mu|}{\pi}\sqrt{\frac{\det H_0}{|\det H_w|}}\,e^{-\beta E_w},$$

with $|\det H_w|=|\mu|\kappa$. This is the leading order at small $kT$.

If the absorbing wall is moved into the next basin, $q$ falls from one to zero across the whole ridge. The normalizing integral then runs from $-\infty$ to $\infty$, and $A$ is halved. Thus $k_w$ counts first arrivals at the ridge, half of which return, and the completed-hop rate is $k_w/2$. In a one-dimensional periodic well with a 1.10 eV barrier at 1273 K, the mean time to reach either adjacent minimum is 2.000 times the mean time to reach either ridge.

**(h) Apply the results to a model of an oxygen molecule in a silica cage at 1273 K.**

*Solution.* Let $u=\sin(\pi x/a)$ and take

$$V=E_0u^2+\delta u^3+\tfrac12K(y-y_0u)^2$$

on $|x|<a/2$, $|y|<0.30$ nm. The chosen parameters are $a=0.50$ nm, $E_0=1.10$ eV, $\delta=0.05$ eV, $K=50$ eV/nm² and $y_0=0.05$ nm. The right and left windows lie at $(\pm a/2,\pm y_0)$, with barriers 1.15 and 1.05 eV. With mass $m=32$ u and friction $\Gamma=5\times10^{13}$ s⁻¹, $D=kT/(m\Gamma)=6.615\times10^9$ nm²/s.

The eigenvalue problem of part (a) gives $\lambda_1/D=0.02288$ nm⁻² and $\lambda_2/D=399$ nm⁻². Hence

$$\lambda_1=6.615\times10^9\times0.02288=1.51\times10^8\ \text{s}^{-1},\qquad \langle\tau\rangle=6.61\ \text{ns}.$$

The chance of staying beyond 10 ns is $e^{-1.513}=0.220$. The relaxation time $1/(\lambda_2-\lambda_1)$ is 0.38 ps, so residence is longer by a factor of about $1.7\times10^4$. The exit shares are 0.301 on the right and 0.699 on the left, with about $4\times10^{-4}$ through the side walls. Exits on the right have a spread of 0.0468 nm in $y$, equal at this precision to the thermal width $\sqrt{kT/K}=\sqrt{0.1097/50}$ nm.

For the low-temperature formula, the second derivatives at the minimum are $V_{xx}=(\pi/a)^2(2E_0+Ky_0^2)$, $V_{xy}=-Ky_0\pi/a$ and $V_{yy}=K$. Thus $\det H_0=2E_0K(\pi/a)^2$. At the windows, $|\mu|=(\pi/a)^2(2E_0\pm3\delta)$ and $\kappa=K$. The ratio of right to left rates is

$$\sqrt{\frac{2.35}{2.05}}\;e^{-0.10/0.1097}=0.430,$$

a right share of $0.430/1.430=0.301$. The summed rate is $1.60\times10^8$ s⁻¹, 6.0% above the eigenvalue result. At 1000 K, with the potential unchanged, the excess is 4.5%, in line with a correction roughly proportional to $kT$.

The joint law was tested by feeding $\nu$ into a separately discretized master equation, with alarm rates $\lambda_1$, $100\lambda_1$ and $\lambda_2$. The probability of leaving on the right before the alarm, and the first two moments of $y$ there, agree with part (c) to within 0.1% of the predicted values. Among exits before the alarm, the right share is 0.301 at all three rates.

A start at $(0.20,0.05)$ nm, just inside the right window, gives shares 0.500, 0.967 and 1.000 instead. A two-stage picture accounts for the first two. Suppose a fraction $p$ leaves at once on the right, while the rest relaxes to $\nu$. With alarm rate $\lambda_1$, half of the relaxed part leaves in time, so

$$\frac{p+\frac12(1-p)(0.301)}{p+\frac12(1-p)}=0.500\;\Rightarrow\;p\simeq0.17 .$$

For alarm rate $100\lambda_1$, the factor $\frac12$ becomes $\frac1{101}$, and the same $p$ gives 0.967, as found. A molecule that has just entered through a window therefore carries a memory. A rate model may draw time and window separately once this memory has decayed; quick returns must be counted separately or removed by counting completed hops. Using the factor two of part (g), the completed-hop rate is about $7.6\times10^7$ s⁻¹.

The temperature is typical of dry oxidation of silicon, and a barrier near 1 eV is a rough typical value for oxygen migration in silica. The friction was chosen to make overdamped motion reasonable and is not a known property of the oxide. The exit time of 6.61 ns therefore belongs to the chosen parameters and is not a prediction for real silica. Near the right saddle, inertial motion obeys $\ddot\xi=\omega^2\xi-\Gamma\dot\xi$ with $\omega=\sqrt{|\mu|/m}=1.67\times10^{13}$ s⁻¹. Its growth rate $\sqrt{\Gamma^2/4+\omega^2}-\Gamma/2$ replaces the overdamped value $\omega^2/\Gamma$. To leading order at low temperature, this multiplies the completed-hop rate through the right window by about 0.91 at the chosen friction and by 0.45 at $\Gamma=10^{13}$ s⁻¹, each relative to the overdamped rate at the same friction. The leading tunnelling correction at the right saddle is 0.04%, and the leading quantum correction from all modes of the model, well included, stays below 0.1%, while a temperature 10 K higher raises the exit rate by 8%.

Disorder in the glass has a larger effect on the statistics. Suppose both barriers of a cage shift together by a Gaussian amount $\varepsilon$ of standard deviation $\sigma=0.10$ eV, an assumed size, and its mean exit time scales as $e^{\beta\varepsilon}$ with an unchanged prefactor. Each cage is exponential, with second moment twice the squared mean. Averaging over cages gives

$$\frac{\operatorname{var}\tau}{\langle\tau\rangle^2}=\frac{2e^{2\beta^2\sigma^2}}{e^{\beta^2\sigma^2}}-1=2e^{\beta^2\sigma^2}-1=3.6,$$

instead of 1. If the shift came from a change of $E_0$ alone, the prefactor would change as well and the value would be nearer 3. A non-exponential record from many cages thus does not contradict the exponential law for one. The model also omits the third dimension, the orientation and bond stretch of the molecule, and the breathing of the windows. The stretch quantum of O₂, roughly 0.19 eV, exceeds $kT$ at 1273 K, so the small quantum correction quoted above covers only the two soft modes of the model and not the real molecule. If a window opens and closes slowly, position alone is not Markovian, and the argument of parts (b) and (c) must be applied to position and window state together. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
TILTED INTERVAL (time unit L^2/D)
tilt g = 2.0; lambda1 = 10.8696; lambda2 = 40.4784
right-exit share from nu = 0.7311
start 0.25 L: right share at t=0.03: 0.1122
start 0.25 L: right share at t=0.35: 0.7310
decay rate of that memory = 29.616
lambda2 - lambda1 = 29.609
midpoint start: hazard/lambda1 at t=0.03: 0.7486
midpoint start: hazard/lambda1 at t=0.30: 1.0000
uniform start, t=0.1: distance 0.00632, bound 0.03780
trajectories = 60000; time step = 0.0005
simulated lambda1 * mean time = 0.9963
simulated variance/mean^2 = 1.0016
simulated right share = 0.7305
simulated time-place correlation = 0.0062
simulated largest gap from exponential law = 0.0050
CAGE MODEL
temperature = 1273 K; kT = 0.1097 eV
cage length = 0.50 nm; half height = 0.30 nm
barriers right, left = 1.15, 1.05 eV
stiffness = 50 eV/nm^2; window shift = 0.05 nm
friction = 5.0e+13 1/s; mass = 32 u
local diffusivity D = 6.615e+09 nm^2/s
lambda1/D = 0.02288 1/nm^2; lambda2/D = 398.96 1/nm^2
exit rate = 1.5134e+08 1/s
mean exit time = 6.607 ns
chance to stay beyond 10 ns = 0.2202
relaxation time = 0.3789 ps
exit shares right, left = 0.3011, 0.6985
exit share through side walls = 3.6e-04
right window: mean y = 0.0490 nm, spread = 0.0468 nm
largest joint-law mismatch on lattice = 0.091 %
start near right window: x = 0.200 nm, y = 0.050 nm
right share before alarm of rate s (from nu; from near window):
  s = lambda1: 0.3011; 0.5000
  s = 100 lambda1: 0.3011; 0.9674
  s = lambda2: 0.3011; 1.0000
cold-limit exit rate = 1.6038e+08 1/s
cold-limit right share = 0.3008
cold-limit error at 1273 K = 5.97 %
cold-limit error at 1000 K = 4.54 %
time to next bottom / time to ridge = 2.0002
committed hop rate = 7.566e+07 1/s
NEGLECTED EFFECTS
barrier frequency = 1.673e+13 rad/s
inertia: rate factor 0.908 at chosen friction
inertia: rate factor 0.445 at friction 1e13 1/s
tunnelling: rate factor 1.00042
10 K hotter: rate factor 1.0792
barrier disorder 0.10 eV: variance/mean^2 = 3.591
```
